\section*{Basis-Stable Hubbard Occupations from Minimal Reference and Intrinsic Atomic Orbitals}

\section{What symmetry and invariance require}

A Hubbard correction needs the occupation matrix $n_{mm'}$ of an atomic shell. Take the carbon $2p$ shell of CH$_4$ in a closed-shell mean-field state. Under the tetrahedral group the functions $p_x,p_y,p_z$ form one three-dimensional irreducible representation. The occupation matrix of a symmetric density commutes with all its operations, so by Schur's lemma
\begin{equation}
n_{mm'}=n\,\delta_{mm'} .
\end{equation}
One dimensionless number $n$, counted per spin and per orbital, is left to determine.

A second invariance restricts how it may be computed. Let the working Gaussians $\chi_\mu$ have overlap matrix $S_1$, and let the columns of $C$ hold the $N$ occupied orbitals of one spin, with $C^TS_1C=1$. All orbitals are real. A nonsingular change of basis, $\chi'=\chi T$, leaves the orbitals as functions untouched if
\begin{equation}
C'=T^{-1}C,\qquad S_1'=T^TS_1T .
\end{equation}
An occupation that belongs to the density must not change. Let $\phi_m$ be fixed atomic functions and $(S_{12})_{\mu m}=\langle\chi_\mu|\phi_m\rangle$. Then $S_{12}'=T^TS_{12}$, and with $S_{21}=S_{12}^T$,
\begin{equation}
S_{21}'C'=S_{21}TT^{-1}C=S_{21}C .
\end{equation}
Overlaps with fixed functions pass the requirement. The Mulliken matrix behaves differently:
\begin{equation}
C'C'^TS_1'=T^{-1}\,(CC^TS_1)\,T .
\end{equation}
Its full trace is invariant, but the partial sum over the functions labelled ``carbon $p$'' in general is not.

\section{Two functions by hand: overlap}

Put one normalized function $a$ on atom A and one, $b$, on atom B, with $\langle a|b\rangle=s$ and $0<s<1$. The occupied orbital is the bonding combination
\begin{equation}
\psi=c(a+b),\qquad c^2=\frac{1}{2(1+s)},
\end{equation}
because $\langle a+b|a+b\rangle=2+2s$. The direct projection on $a$ gives
\begin{equation}
n_a^{\rm dir}=\langle a|\psi\rangle^2=c^2(1+s)^2=\frac{1+s}{2}.
\end{equation}
The Mulliken value multiplies the coefficient of $a$ by its overlap with $\psi$:
\begin{equation}
n_a^{\rm M}=c\,\langle a|\psi\rangle=c^2(1+s)=\frac12 .
\end{equation}
The two direct occupations add up to $1+s$, although only one electron of this spin is present, since the overlap region is counted for both atoms.

Now keep $\psi$ and the space fixed and change the basis. First replace $b$ by $b'=b-sa$, which is orthogonal to $a$. Substituting $b=b'+sa$ gives $\psi=c(1+s)a+cb'$, so the Mulliken occupation of $a$ becomes
\begin{equation}
c(1+s)\,\langle a|\psi\rangle=c^2(1+s)^2=\frac{1+s}{2}.
\end{equation}
Alternatively replace $a$ by $a'=a-sb$, orthogonal to $b$. Then $\psi=ca'+c(1+s)b$. Since $\langle a'|a'\rangle=1-s^2$, the function labelled A receives
\begin{equation}
c^2(1-s^2)=\frac{1-s}{2}.
\end{equation}
One density has produced three Mulliken values. As $s\to1$ the outer two tend to one and zero. The ambiguity is greatest when the functions of one atom can imitate those of the other, which is what large basis sets make possible.

The same model shows how large a Mulliken occupation can become. The Mulliken rule is the expectation value of an oblique projector $Q$ with $Qa=a$ and $Qb=0$. Set $s=\cos\theta$ and use the orthonormal pair $e_1=a$, $e_2=(b-sa)/\sin\theta$. Then $Qe_1=e_1$ and $Qe_2=-\cot\theta\,e_1$. For real orbitals only the symmetric part contributes:
\begin{equation}
\frac{Q+Q^T}{2}=
\begin{pmatrix}1&-\tfrac12\cot\theta\\-\tfrac12\cot\theta&0\end{pmatrix}.
\end{equation}
Its trace is $1$ and its determinant is $-\tfrac14\cot^2\theta$. The eigenvalues therefore obey $\lambda^2-\lambda-\tfrac14\cot^2\theta=0$, so
\begin{equation}
\lambda_\pm=\frac{1\pm\sqrt{1+\cot^2\theta}}{2}
=\frac12\left(1\pm\frac1{\sin\theta}\right).
\label{norm}
\end{equation}
A normalized orbital can thus have a Mulliken occupation above one or below zero. An orthogonal projector has eigenvalues zero and one and cannot do this.

\section{Three functions by hand: polarization}

The direct projection has another feature, visible without any overlap between atoms. Let $\phi_1,\phi_2$ be orthonormal reference functions and $\xi$ a polarization function orthogonal to both. Take
\begin{equation}
\psi=\cos\eta\,g+\sin\eta\,\xi,\quad g=u\phi_1+v\phi_2,\quad u^2+v^2=1,
\end{equation}
with $\cos\eta>0$. The direct occupations are $u^2\cos^2\eta$ and $v^2\cos^2\eta$. Their sum is $\cos^2\eta$; the polarized part of the electron is missing.

Intrinsic atomic orbitals (IAOs) put it back by deforming the reference functions. The image of $\psi$ in the reference space, once normalized, is $g$. The remaining reference direction is $h=-v\phi_1+u\phi_2$, which is orthogonal to $\psi$. Write $O$ for the projector on $\psi$ and $\tilde O$ for the projector on $g$, and apply $O\tilde O+(1-O)(1-\tilde O)$ to the reference functions. Since $Og=\cos\eta\,\psi$ and $(1-O)h=h$, while $\phi_1=ug-vh$ and $\phi_2=vg+uh$,
\begin{align}
\phi_1&\to u\cos\eta\,\psi-vh,\\
\phi_2&\to v\cos\eta\,\psi+uh .
\end{align}
In the orthonormal pair $(\psi,h)$ the columns of coefficients form $DR$, where
\begin{equation}
D=\begin{pmatrix}\cos\eta&0\\0&1\end{pmatrix},\qquad
R=\begin{pmatrix}u&v\\-v&u\end{pmatrix}.
\end{equation}
Symmetric orthogonalization multiplies by $[(DR)^TDR]^{-1/2}=(R^TD^2R)^{-1/2}=R^TD^{-1}R$. The result is $DRR^TD^{-1}R=R$. The first IAO is $u\psi-vh$, and its occupation is
\begin{equation}
n_1^{\rm IAO}=u^2=
\frac{\langle\phi_1|O|\phi_1\rangle}{\langle\phi_1|O|\phi_1\rangle+\langle\phi_2|O|\phi_2\rangle}.
\label{ratio}
\end{equation}
The two occupations now sum to one. The denominator is $\cos^2\eta$, so the construction becomes unstable when the occupied orbital has almost no image in the reference space, and it is undefined at $\cos\eta=0$. This limit is approached, for example, when a normalized orbital spreads over an ever larger volume: its overlap with the fixed reference functions then tends to zero.

\section{The general construction}

Let $S_2$ be the overlap matrix of all minimal reference functions in the molecule. The direct occupation matrix of a shell is the corresponding block of
\begin{equation}
n^{\rm dir}=S_{21}CC^TS_{12}.
\label{direct}
\end{equation}
The reference functions need not lie in the working space, because $S_{12}$ contains the true integrals. The shell functions on one atom are orthonormal, so each diagonal occupation lies between zero and one.

For the IAOs, define coefficient matrices that project from one space to the other:
\begin{equation}
P_{12}=S_1^{-1}S_{12},\qquad P_{21}=S_2^{-1}S_{21}.
\end{equation}
The algorithm has four steps.
\begin{enumerate}
\item Project the occupied orbitals to the reference space and back, $P_{12}P_{21}C$, and orthonormalize the result to $\tilde C$.
\item Form $O=CC^TS_1$ and $\tilde O=\tilde C\tilde C^TS_1$, which act on columns of coefficients.
\item Form $A=[O\tilde O+(1-O)(1-\tilde O)]P_{12}$ and $X=A(A^TS_1A)^{-1/2}$.
\item Take the shell block of $n^{\rm IAO}=X^TS_1CC^TS_1X$.
\end{enumerate}

These occupations sum to $N$. To see this, apply $A$ to $P_{21}C$. The columns of $P_{12}P_{21}C$ lie in the range of $\tilde O$, so the second term vanishes and
\begin{equation}
AP_{21}C=OP_{12}P_{21}C=C\,G,\qquad
G=C^TS_{12}S_2^{-1}S_{21}C .
\end{equation}
If $G$ is nonsingular, the span of $A$ contains every occupied orbital. Hence $XX^TS_1C=C$, and
\begin{equation}
\operatorname{tr}n^{\rm IAO}=\operatorname{tr}(C^TS_1XX^TS_1C)
=\operatorname{tr}(C^TS_1C)=N .
\end{equation}
In the three-function example $G$ is the number $\cos^2\eta$.

There is a simple opposite limit. If the working basis is the reference basis, then $P_{12}=P_{21}=1$ and $\tilde O=O$. The bracket becomes $O+(1-O)=1$, and $X=S_2^{-1/2}$: the IAOs are L\"owdin orbitals. For the bonding orbital of the two-function example, exchange symmetry then gives each atom one half.

\section{Why the projected occupations converge}

Let $O$ and $O'$ be the occupied projectors from two working bases, now regarded as operators on functions. For a normalized reference function,
\begin{equation}
|\langle\phi|O|\phi\rangle-\langle\phi|O'|\phi\rangle|\le\|O-O'\| .
\end{equation}
The norm follows from the overlap matrix between the two occupied sets. Its singular value decomposition pairs the orbitals so that $\langle\psi_k|\psi'_l\rangle=s_k\delta_{kl}$. The difference $O-O'$ then acts separately in mutually orthogonal planes. In plane $k$ its trace is $1-1=0$, and the trace of its square is $1+1-2s_k^2$. The eigenvalues are therefore $\pm\sqrt{1-s_k^2}$, and
\begin{equation}
\|O-O'\|=\sqrt{1-s_{\min}^2}.
\label{bound}
\end{equation}
If the occupied space converges, the direct occupations converge, with a bound that contains no property of the working basis.

The IAO matrix depends on $O$ and on the reference functions projected into the working space. The latter approach the true reference functions as the basis becomes complete. The remaining operations are products, inverses and inverse square roots, which are continuous while the matrices involved stay nonsingular.

It remains to see that this holds in the limit. There the functions of the reference space orthogonal to the range of $\tilde O$ are orthogonal to all occupied orbitals, as $h$ was to $\psi$. The factor $1-O$ leaves them unchanged, while $O\tilde O$ supplies the occupied space if $G$ is nonsingular. The columns of $A$ are then linearly independent. So $n^{\rm IAO}$ converges provided that the smallest eigenvalue of $G$ stays away from zero.

\section{Why Mulliken occupations have no such limit}

For the carbon $p_x$ occupation, let group A contain all $p_x$ functions centred on carbon and group B all other working functions. With $\Pi$ the diagonal matrix that selects A,
\begin{equation}
n^{\rm M}=\operatorname{tr}(C^TWC),\qquad W=\tfrac12(\Pi S_1+S_1\Pi).
\end{equation}
This is again the expectation value of an oblique projector, onto the span of A along the span of B, summed over the occupied orbitals. A singular value decomposition of the overlap between orthonormal bases of A and B pairs their functions with overlaps $\cos\theta_k$ and makes different pairs orthogonal. Each pair repeats the two-function calculation. Equation~(\ref{norm}) therefore gives the largest eigenvalue $\lambda_{\max}$ of the symmetrized projector, with $\theta$ the smallest of these angles. Enlarging A and B cannot increase that angle.

The two basis changes also generalize. If $P_A$ and $P_B$ project orthogonally on the two spans, making B orthogonal to A gives $\operatorname{tr}(OP_A)$, and making A orthogonal to B gives
\begin{equation}
n^{\rm low}=\operatorname{tr}[O(1-P_B)] .
\end{equation}
The latter tends to zero if B becomes complete by itself.

Two routes with atom-centred functions show that a limit fixed by the density does not exist. Use functions on the hydrogens alone and let that set become complete: group A is empty, and the carbon occupation is zero throughout. Use functions on carbon alone and let that set become complete: $p_x$ functions are orthogonal to all other angular functions on the same centre, and the occupation tends to the full $p_x$ weight of the occupied orbitals about carbon, summed over these orbitals, which is not zero. Both routes can represent the same density in the limit, though very slowly, because each must build the cusps at nuclei that carry no functions. A family with a fixed balance between atoms may still give values that appear to settle, but such a value belongs to the family.

\section{Methane in seven working bases}

The example uses restricted Hartree--Fock theory with density fitting and a chosen C--H length of 1.09~\AA. This level omits electron correlation. The reference functions are the MINAO set: $1s,2s,2p$ on carbon and $1s$ on hydrogen. DZ, TZ and QZ denote cc-pVDZ, cc-pVTZ and cc-pVQZ; a prefix ``a'' denotes the augmented set with diffuse functions. The last two rows use different quality on the two elements. Occupations are in electrons per spin and orbital.

\begin{center}
\begin{tabular}{lcccc}
Basis & Direct & IAO & Mulliken & $\lambda_{\max}$\\
DZ & 0.8608 & 0.5749 & 0.504 & 2.1\\
aDZ & 0.8626 & 0.5765 & 0.426 & 8.8\\
TZ & 0.8632 & 0.5774 & 0.503 & 7.5\\
aTZ & 0.8630 & 0.5772 & 0.617 & 25.2\\
QZ & 0.8630 & 0.5773 & 0.497 & 18.0\\
C aTZ, H DZ & 0.8631 & 0.5774 & 0.472 & 6.1\\
C DZ, H aTZ & 0.8631 & 0.5771 & 0.514 & 8.0
\end{tabular}
\end{center}

Over all seven bases the direct value varies by 0.0024, the IAO value by 0.0025 and the Mulliken value by 0.19. The plain sequence DZ, TZ, QZ alone would make the Mulliken number look nearly settled, at 0.504, 0.503 and 0.497. Adding diffuse functions to TZ removes that impression. The energy goes from $-40.21330$ to $-40.21353$ hartree, a change of only $-0.00023$ hartree. The IAO occupation changes by $-0.0002$, but the Mulliken occupation by $0.617-0.503=0.114$. In this example the augmented balanced sets, not the two unbalanced ones, give the extreme Mulliken values.

The occupied spaces of TZ and QZ differ by 0.0063 in the norm of Eq.~(\ref{bound}). The direct occupation changes by 0.0002, well inside this bound. The values of $\lambda_{\max}$ are also bounds: they say what some normalized orbital in the working space could show, not what the occupied orbitals of methane do show.

The basis changes at fixed density reveal the ambiguity more plainly. In QZ they give 0.014 and 0.887, with the ordinary Mulliken value of 0.497 between them. The lower value was 0.062 in DZ; it falls as the other functions become better able to represent the carbon $p$ part of the density.

Convergence with the working basis does not make a projector unique. The direct occupations of all reference functions sum to 7.81 per spin in QZ, whereas $N=5$. Orthonormal functions could not exceed five, so the excess comes from overlap between reference functions on different atoms. The IAO occupations sum to five. The reference set matters too: in aTZ, replacing MINAO by STO-3G functions changes the IAO value from 0.577 to 0.521 and the direct value from 0.863 to 0.796. These shifts are more than twenty times the spread over working bases. The reference set is part of the definition and has to be reported with the result.

\section{Consequence for the Hubbard term}

In the rotationally invariant form with one parameter $U$,
\begin{equation}
E_U=\frac U2\sum_\sigma\operatorname{tr}\left(n^\sigma-n^\sigma n^\sigma\right),\qquad
\frac{\partial E_U}{\partial n^\sigma_{mm}}=U\left(\frac12-n^\sigma_{mm}\right).
\end{equation}
The derivative follows because $\operatorname{tr}n^2$ contains $n_{mm}^2$, whose derivative is $2n_{mm}$. A chosen $U=4$~eV serves to show the sensitivity; methane itself gives no particular reason for a Hubbard correction. With the IAO occupation in QZ,
\begin{equation}
U\left(\tfrac12-n\right)=4\,(0.5-0.5773)\ \text{eV}=-0.31\ \text{eV}.
\end{equation}
Two spins and three equal orbitals give
\begin{equation}
E_U=\tfrac42\cdot2\cdot3\cdot0.5773\,(1-0.5773)\ \text{eV}=2.93\ \text{eV}.
\end{equation}

Across the seven bases the IAO potential stays between $-0.310$ and $-0.300$~eV. The Mulliken potential, with $n$ summed over all carbon $p_x$ functions as defined above, runs from $-0.47$ to $+0.30$~eV: with this definition a change of working basis can turn an attractive shell potential into a repulsive one. Counting only the first contracted $p$ function instead gives $n=0.34$ in DZ and aDZ and $0.14$ in aTZ, that is $+0.65$, $+0.64$ and $+1.45$~eV. The sign then stays the same in these three bases, but the dependence on the basis remains. The direct projector gives about $-1.45$~eV, stable but quite different from the IAO result. A value of $U$ therefore cannot be carried from one projector to another as if it had the same effect.

These potentials were evaluated after the Hartree--Fock calculation. For a self-consistent correction with direct projectors, the operator for each spin follows from Eq.~(\ref{direct}), which is linear in the density:
\begin{equation}
\hat V^\sigma=\sum_{mm'}|\phi_m\rangle\,U\left(\tfrac12\delta_{mm'}-n^\sigma_{mm'}\right)\langle\phi_{m'}| .
\end{equation}
IAOs change with the occupied space, and Eq.~(\ref{ratio}) shows the consequence: its denominator also depends on $O$. Inserting frozen IAOs into $\hat V^\sigma$ omits that dependence, so the resulting potential is not the full derivative of the energy. A strictly variational IAO correction must include the response of the projectors. For methane in DZ, where the occupied orbitals lie almost wholly in the reference space, the omitted part is small, about one per cent of the norm of the orbital gradient of $E_U$ at the Hartree--Fock orbitals.
